# Equivalent Photon Spectrum of an Electron and Its Classical Limit

## A soft photon from a fast charge

Atomic units are used in the algebra: $m=e=\hbar=1$, so the fine-structure constant is $1/c$. A charge moves with constant velocity $v$ and Lorentz factor $\gamma$. Its field at frequency $\omega$ has longitudinal wave number $\omega/v$. The wave equation therefore gives the Fourier component with transverse wave vector $\mathbf q_T$ the denominator

$$q_T^2+\frac{\omega^2}{v^2}-\frac{\omega^2}{c^2}=q_T^2+a^2,\qquad a=\frac{\omega}{\gamma v}.$$

The transverse electric field is a gradient, hence proportional to $q_T/(q_T^2+a^2)$. The intensity in $dq_T^2$ is proportional to the square. With $Q^2=q_T^2+a^2$ and a cutoff $Q_{\max}$,

$$\int_{a^2}^{Q_{\max}^2}\frac{Q^2-a^2}{Q^4}\,dQ^2=\ln\frac{Q_{\max}^2}{a^2}-1+\frac{a^2}{Q_{\max}^2}.$$

The logarithm comes from the range $a\ll Q\ll Q_{\max}$. The $-1$ comes from the lower end, where the transverse field vanishes because $q_T\to0$. The quantum spectrum has the same structure, changed by recoil and spin.

## Setting and theorem

An electron with four-momentum $p^\mu=(p_0,\mathbf p)$, $p_0=E/c$, $p^\mu p_\mu=c^2$, scatters into $p'^\mu$ from an unpolarized target at rest. The metric is $(+,-,-,-)$, and $p,p'$ without an index are the lengths of the three-vectors. One photon is exchanged, with

$$q^\mu=p^\mu-p'^\mu=(k_0,\mathbf q),\quad k_0=\frac{\omega}{c}=xp_0,\quad \kappa=|\mathbf q|,\quad Q^2=\kappa^2-k_0^2>0 .$$

The transverse cross section $\sigma_T(k_0,Q^2)$ of the virtual photon is defined with flux factor $\kappa$; at $Q^2=0$ it is the photoabsorption cross section $\sigma_\gamma(\omega)$. Another flux convention would change the weight at nonzero $Q^2$.

**Theorem.** (a) With $p_0'=(1-x)p_0$, the number of transverse photons per unit $x$ between two allowed values of $Q^2$ is

$$n=\frac{p_0}{2\pi c\,p^2}\left[\kappa+\frac{p_0^2+p_0'^2-c^2}{k_0}\ln\frac{Q^2}{(\kappa+k_0)^2}+\frac{2c^2\kappa}{Q^2}\right]_{\rm lower}^{\rm upper}.$$

(b) For $p_0,p_0'\gg c$, $Q_{\max}\ll k_0$, $Q_{\max}$ not above the kinematic limit $Q_+$ of Lemma 1 (which falls far below $k_0$ as $x\to1$), and $\ln(Q_{\max}^2/Q_{\min}^2)$ large compared with the relative shift of the lower limit found in Lemma 1, to leading order,

$$n(x)=\frac1{2\pi c}\left\{\frac{1+(1-x)^2}{x}\ln\frac{Q_{\max}^2}{Q_{\min}^2}-2c^2x\left(\frac1{Q_{\min}^2}-\frac1{Q_{\max}^2}\right)\right\},\quad Q_{\min}^2=\frac{c^2x^2}{1-x}.$$

(c) If also $\sigma_T(k_0,Q^2)\approx\sigma_\gamma(\omega)$ up to $Q_{\max}$ and scalar photons are negligible, then the cross section for $Q\le Q_{\max}$ is $\sigma_e\approx\int n(x)\,\sigma_\gamma(xE)\,dx$, taken over the range of $x$ in which the conditions of (b) hold. Where $Q_{\min}>Q_{\max}$ the flux is zero and formula (b) must not be used; for $Q_{\max}c=10^6$ eV this is $x>0.82$, where (b) turns negative. At the soft end, $k_0\lesssim Q_{\max}$, formula (b) also fails; with the same cutoff and $E=10^{10}$ eV it exceeds (a) by 2% at $x=10^{-4}$ and by 17% at $x=10^{-5}$.

Here $Q_{\max}$ is set by the detection of the electron or by the momentum at which the target response falls off. In the second case a smooth fall-off fixes $Q_{\max}$ only up to a factor of order one, which can change the constant beside the logarithm by as much as the mass term.

## Lemma 1: limits and transverse momentum

The limits at fixed $k_0$ are $Q_\mp^2=2(p_0p_0'\mp pp'-c^2)$. They satisfy $Q_-^2Q_+^2=4c^2k_0^2$, and the component $p_T$ of $\mathbf p$ perpendicular to $\mathbf q$ satisfies

$$4p_T^2=\frac{(Q^2-Q_-^2)(Q_+^2-Q^2)}{\kappa^2}=Q^2\left(\frac{(p_0+p_0')^2}{\kappa^2}-1\right)-4c^2 .$$

*Proof.* For scattering angle $\theta$, $Q^2=-(p-p')^\mu(p-p')_\mu=2(p_0p_0'-pp'\cos\theta-c^2)$. The angles $0$ and $\pi$ give the limits. Their product is

$$4\left[(p_0p_0'-c^2)^2-(p_0^2-c^2)(p_0'^2-c^2)\right]=4c^2(p_0-p_0')^2=4c^2k_0^2 .$$

Next, $|\mathbf p\times\mathbf q|=|\mathbf p\times\mathbf p'|$ gives $p_T=pp'\sin\theta/\kappa$. From the limits, $2pp'=(Q_+^2-Q_-^2)/2$ and $2pp'\cos\theta=(Q_+^2+Q_-^2)/2-Q^2$. The difference of their squares factorizes:

$$4p^2p'^2\sin^2\theta=(Q^2-Q_-^2)(Q_+^2-Q^2).$$

This proves the first form. Multiplying out, with $Q_+^2+Q_-^2=4(p_0p_0'-c^2)$,

$$4p_T^2\kappa^2=Q^2(4p_0p_0'-Q^2)-4c^2(Q^2+k_0^2).$$

The last bracket is $\kappa^2$, and $4p_0p_0'-Q^2=(p_0+p_0')^2-k_0^2-Q^2=(p_0+p_0')^2-\kappa^2$. Division by $\kappa^2$ gives the second form. $\square$

At high energy $pp'\approx p_0p_0'-c^2(p_0^2+p_0'^2)/(2p_0p_0')$, so $Q_+^2\approx4p_0p_0'-c^2(p_0+p_0')^2/(p_0p_0')$. Inserting this in $Q_-^2=4c^2k_0^2/Q_+^2$,

$$Q_-^2=\frac{c^2x^2}{1-x}\left[1+\frac{c^2(2-x)^2}{4p_0^2(1-x)^2}+\dots\right].$$

## Lemma 2: convection and spin

The electron tensor, averaged over initial and summed over final spins, has transverse trace $4p_T^2+2Q^2$.

*Proof.* The traces of four and of two Dirac matrices give

$$L^{\mu\nu}=\tfrac12{\rm Tr}[(\not p'+c)\gamma^\mu(\not p+c)\gamma^\nu]
=2\left[p^\mu p'^\nu+p'^\mu p^\nu-g^{\mu\nu}(p\cdot p'-c^2)\right].$$

Since $-Q^2=2c^2-2p\cdot p'$, the last bracket is $Q^2/2$. Writing the momentum products through sum and difference,

$$L^{\mu\nu}=(p+p')^\mu(p+p')^\nu-q^\mu q^\nu-Q^2g^{\mu\nu}.$$

Perpendicular to $\mathbf q$, the vector $\mathbf p+\mathbf p'=2\mathbf p-\mathbf q$ has length $2p_T$, $\mathbf q$ has no component, and $-g^{ij}=\delta^{ij}$. The sum over two directions is $4p_T^2+2Q^2$. $\square$

A spinless charge has the tensor $(p+p')^\mu(p+p')^\nu$, which gives $4p_T^2$ alone. The term $2Q^2$ is thus the contribution of spin.

## Lemma 3: photon flux

The transverse part of the electron cross section is

$$\frac{d^2\sigma_e}{dk_0\,dQ^2}=\frac{\kappa}{4\pi c\,p^2Q^2}\left(\frac{4p_T^2}{Q^2}+2\right)\sigma_T(k_0,Q^2).$$

*Proof.* Let the target have four-momentum $(M,0)$, and let $W^{\mu\nu}$ be its current tensor, summed over final states with their momentum delta function. The coupling squared is $4\pi/c$, so

$$d\sigma_e=\frac{1}{4Mp}\left(\frac{4\pi}{c}\right)^2\frac{L_{\mu\nu}W^{\mu\nu}}{Q^4}\frac{d^3p'}{(2\pi)^32p_0'} .$$

For an unpolarized target no direction perpendicular to $\mathbf q$ is preferred. The symmetric transverse part of $W^{\mu\nu}$ is $W_T\delta^{ij}$, and interference with scalar photons vanishes. An antisymmetric part would drop out against the symmetric $L^{\mu\nu}$. The transverse contraction is $(4p_T^2+2Q^2)W_T$, while a transverse photon has $\sigma_T=(4\pi/c)W_T/(4M\kappa)$.

For the phase space, $p'dp'=p_0'dp_0'$ and $dQ^2=2pp'\,|d\cos\theta|$ give

$$\frac{d^3p'}{2p_0'}=\pi p'\,dk_0\,|d\cos\theta|=\frac{\pi}{2p}\,dk_0\,dQ^2 .$$

Eliminating $W_T$ leaves the numerical factor

$$\frac{\kappa}{p^2}\cdot\frac{4\pi}{c}\cdot\frac{\pi}{2(2\pi)^3}=\frac{\kappa}{4\pi c\,p^2},$$

multiplied by $(4p_T^2+2Q^2)/Q^4$. $\square$

## Proof of the theorem

**Part (a).** Put $A=p_0+p_0'$. Lemma 1 turns the bracket in Lemma 3 into $A^2/\kappa^2+1-4c^2/Q^2$. With $dk_0=p_0dx$ and $dQ^2=2\kappa\,d\kappa$,

$$n=\frac{p_0}{2\pi c\,p^2}\int d\kappa\left[\frac{A^2+\kappa^2}{\kappa^2-k_0^2}-\frac{4c^2\kappa^2}{(\kappa^2-k_0^2)^2}\right].$$

Let $\Lambda=\ln[(\kappa-k_0)/(\kappa+k_0)]=\ln[Q^2/(\kappa+k_0)^2]$, so that $d\Lambda/d\kappa=2k_0/(\kappa^2-k_0^2)$. Writing $A^2+\kappa^2=(\kappa^2-k_0^2)+(A^2+k_0^2)$ in the first integral and integrating the second by parts,

$$\int\frac{A^2+\kappa^2}{\kappa^2-k_0^2}d\kappa=\kappa+\frac{A^2+k_0^2}{2k_0}\Lambda,\qquad
\int\frac{\kappa^2d\kappa}{(\kappa^2-k_0^2)^2}=-\frac{\kappa}{2Q^2}+\frac{\Lambda}{4k_0}.$$

Since $A^2+k_0^2=2(p_0^2+p_0'^2)$, the combination is the stated formula.

**Part (b).** For $Q\ll k_0$ and $p_0\gg c$, set $\kappa\to k_0$ and $p\to p_0$. The prefactor becomes $x/(4\pi c)$ and $A/\kappa\to(2-x)/x$. Because $(2-x)^2+x^2=2[1+(1-x)^2]$,

$$\frac{dn}{dQ^2}=\frac1{2\pi cQ^2}\left[\frac{1+(1-x)^2}{x}-\frac{2c^2x}{Q^2}\right].$$

Integration from the leading form of $Q_-^2$ to $Q_{\max}^2$ gives the result.

**Part (c).** Under its assumptions $\sigma_T$ can be taken out of the $Q^2$ integral as $\sigma_\gamma$. $\square$

## Remarks on the mass term

Since $2c^2x=[2(1-x)/x]\,Q_{\min}^2$ and $[1+(1-x)^2]/x=2(1-x)/x+x$,

$$\frac{dn}{dQ^2}=\frac{1}{2\pi cQ^2}\left[\frac{2(1-x)}{x}\left(1-\frac{Q_{\min}^2}{Q^2}\right)+x\right].$$

The first part is convection and vanishes at forward scattering; the second is spin and does not. The mass term in the braces of (b) equals $-[2(1-x)/x](1-Q_{\min}^2/Q_{\max}^2)$. It approaches $-2(1-x)/x$ when $Q_{\min}\ll Q_{\max}$, however small the mass is compared with the energy. Although it carries a factor of mass squared, its integrand $1/Q^4$ is concentrated near $Q_{\min}^2$, which is itself proportional to mass squared. Dropping the mass before integration would lose a finite term.

A second limit is a narrow range. With $s=\ln(Q_{\max}^2/Q_{\min}^2)$,

$$n=\frac1{2\pi c}\left[\frac{2(1-x)}{x}(s-1+e^{-s})+xs\right]\longrightarrow\frac1{2\pi c}\left[\frac{1-x}{x}s^2+xs\right]\quad(s\ll1).$$

Spin dominates once $s\ll x^2/(1-x)$, where the second term exceeds the first; for small $x$ this is much stricter than $s\ll1$. The limit also requires $s$ to stay well above the relative shift $c^2(2-x)^2/[4p_0^2(1-x)^2]$ of the lower limit, so formula (b) can describe a range dominated by spin only for $k_0\gg c$. The exact flux has such a range at any $k_0$, just above the true lower limit, where $p_T$ vanishes. Where (b) holds and spin dominates, the logarithmic term alone would be too large by the factor $[1+(1-x)^2]/x^2$, which is 5 at $x=0.5$.

## Scalar photons

The size of the neglected part depends on the target. Take a dipole transition with current $J^0=\mathbf q\cdot\mathbf d$, $\mathbf J=k_0\mathbf d$, which satisfies $q_\mu J^\mu=0$. Let $\mathbf q$ lie along axis 3. Electron current conservation gives $L^{03}=k_0L^{00}/\kappa$ and $L^{33}=k_0^2L^{00}/\kappa^2$. For $\mathbf d$ along $\mathbf q$ the contraction is

$$L^{00}d^2\left(\kappa-\frac{k_0^2}{\kappa}\right)^2=L^{00}d^2\frac{Q^4}{\kappa^2},\qquad L^{00}=4p_0p_0'-Q^2 .$$

The two transverse directions give $k_0^2d^2(4p_T^2+2Q^2)$. For small $x$ and $Q_{\min}\ll Q\ll k_0$ these are about $4p_0p_0'd^2Q^4/k_0^2$ and $4p_0p_0'd^2Q^2$. Their ratio is $Q^2/k_0^2$. After division by $Q^4$ and integration, the scalar share is about $(Q_{\max}^2/k_0^2)/(s-1)$ for large $s$.

## Proposition: the classical spectrum

For impact parameters $b>b_{\min}$, the transverse pulse of the charge gives

$$x\,n_{\rm cl}=\frac{2}{\pi c}\frac{c^2}{v^2}B(\xi),\quad B=\xi K_0K_1-\frac{\xi^2}{2}(K_1^2-K_0^2),\quad \xi=\frac{\omega b_{\min}}{\gamma v},$$

where $K_0,K_1$ are modified Bessel functions of argument $\xi$.

*Proof.* The field at distance $b$ is $E_\perp=\gamma b/(b^2+\gamma^2v^2t^2)^{3/2}$. Let $z=\omega b/\gamma v$ and $u=\gamma vt/b$. Its Fourier transform is $2F(z)/(bv)$, with $F(z)=\int_0^\infty\cos(zu)(1+u^2)^{-3/2}du$. Differentiation and one integration by parts give

$$F'(z)=-z\int_0^\infty\frac{\cos(zu)}{\sqrt{1+u^2}}\,du=-zK_0(z).$$

Also $(zK_1)'=-zK_0$, and both functions vanish at infinity, so $F=zK_1$.

Replace the pulse by a free wave with the same electric field. Its energy per area is $(c/4\pi)\int E_\perp^2dt$, and $\int E_\perp^2dt=\pi^{-1}\int_0^\infty|\hat E|^2d\omega$. Division by the photon energy $\omega$ gives the number per area and frequency, $c\,z^2K_1^2(z)/(\pi^2\omega b^2v^2)$. Integration over $2\pi b\,db$ leaves

$$\frac{dn}{d\omega}=\frac{2c}{\pi\omega v^2}\int_\xi^\infty zK_1^2(z)\,dz .$$

With $K_0'=-K_1$ and $(\xi K_1)'=-\xi K_0$ one finds $B'=-\xi K_1^2$, and $B(\infty)=0$; the integral is $B(\xi)$. Finally $x\,n_{\rm cl}=\omega\,dn/d\omega$. $\square$

The longitudinal pulse, weaker in intensity by $1/\gamma^2$ at given $z$ apart from Bessel functions, is omitted.

**Comparison.** For small $\xi$, $K_0\approx\ln(2/\xi)-\gamma_E$ and $\xi K_1\to1$, where $\gamma_E$ is Euler's constant. At $v\to c$, $\xi=Q_{\min}b_{\min}$ with the soft value $Q_{\min}=cx$. Hence

$$x\,n_{\rm cl}\to\frac2{\pi c}\left[\ln\frac{2e^{-\gamma_E}}{Q_{\min}b_{\min}}-\frac12\right],\qquad
x\,n\to\frac2{\pi c}\left[\ln\frac{Q_{\max}}{Q_{\min}}-\frac12\right].$$

They agree for $Q_{\max}=2e^{-\gamma_E}/b_{\min}$. Rescaling $b_{\min}$ would move a constant between the logarithm and the $-1/2$, so the constant has meaning only with a stated cutoff. With the same cut in $Q$, the opening integral shows that the soft quantum mass term is the classical suppression at small $q_T$.

## Numbers

Take $E=10^{10}$ eV and $Q_{\max}c=10^6$ eV. The matched impact parameter is $b_{\min}=2.216\times10^{-3}$ angstrom. This is below the reduced Compton length, $3.862\times10^{-3}$ angstrom, so it serves as a cutoff and not as a claim that the electron follows a path so sharply defined.

At $x=0.5$, $Q_{\min}c=3.613\times10^5$ eV, so $Q_{\max}^2/Q_{\min}^2=7.66$ and $s=2.036$. With $1/(2\pi c)=1.1614\times10^{-3}$,

$$n=1.1614\times10^{-3}\,[2.5(2.036)-2(1-0.1306)]=3.89\times10^{-3}.$$

The logarithm alone is 1.52 times this value. Spin supplies $1.18\times10^{-3}$, about 30% of $n$.

| $x$ | $n$ | log term$/n$ | $n_{\rm cl}/n$ |
|---|---|---|---|
| 0.001 | 32.85 | 1.071 | 1.001 |
| 0.01 | 2.195 | 1.105 | 1.011 |
| 0.1 | 0.1020 | 1.204 | 1.130 |
| 0.5 | 0.00389 | 1.519 | 2.293 |

The classical excess at small $x$ follows from recoil. The convection factor falls by $1-x$, and the logarithm falls by $x$ because $Q_{\min}^2$ contains $1/(1-x)$. Thus $n_{\rm cl}/n\approx1+x[1+1/(s-1)]$; spin enters at order $x^2$. At $x=0.01$, $s=10.54$ and the estimate is 1.011, as in the table.

At $x=0.001$, $Q_{\max}/k_0=0.1$. The scalar share for the dipole target is $7.0\times10^{-4}$, in agreement with $0.01/14.16$. The integral (a) gives 32.84 instead of 32.85.

At $E=5\times10^6$ eV and $x=0.5$, the exact lower limit is $3.657\times10^5$ eV instead of $3.613\times10^5$ eV. Formula (b) exceeds (a) by 4.7% of (a). The shifted limit explains little of this: convection vanishes there, so the change in (b) is about $x\ln(1.024)/(2\pi c)=1.4\times10^{-5}$, or 0.4% of $n$. The rest comes from the approximated integrand. The replacement $p\to p_0$ lowers the prefactor by $c^2/p_0^2\approx1\%$ and so acts in the opposite direction. The excess is therefore due to $\kappa\to k_0$, which alone would give 5.4%. The ratio $Q/k_0$ runs from 0.15 at the lower limit to 0.4 at the cutoff. Lowering the cutoff to $0.2k_0$ does not help: the error from this replacement is still about 5%. At the lower limit the bracket $A^2/\kappa^2+1-4c^2/Q^2$ is $8.81+1-7.81=2.00$, and $\kappa\to k_0$ raises it to 2.19: the near cancellation magnifies an error of 2% in the first term. A more exact limit does not by itself repair the high-energy formula. The full values are in the numerical output.

## Numbers as computed

```
electron rest energy = 510998.95 eV
speed of light = 137.035999 atomic units
electron total energy = 1.000e+10 eV
Lorentz factor = 19569.512 (no unit)
upper cutoff Qmax*c = 1.000e+06 eV
matching constant Qmax*bmin/hbar = 1.122919 (no unit)
matched bmin = 2.215822e-03 angstrom
reduced Compton length = 3.861593e-03 angstrom
photon numbers n are per unit x and have no unit
x = 0.001: photon energy = 1.000e+07 eV
  Qmin*c = 5.112546e+02 eV
  log term = 3.517245e+01, mass term = -2.320496e+00
  n high-energy = 3.285195e+01, log-only/n = 1.07063
  n exact flux integral = 3.284039e+01
  convection part = 3.285193e+01, spin part = 1.760382e-05
  n classical = 3.288715e+01, classical/quantum = 1.00107
  scalar share, dipole target = 7.028e-04
x = 0.01: photon energy = 1.000e+08 eV
  Qmin*c = 5.135733e+03 eV
  log term = 2.424597e+00, mass term = -2.299531e-01
  n high-energy = 2.194644e+00, log-only/n = 1.10478
  n exact flux integral = 2.194632e+00
  convection part = 2.194521e+00, spin part = 1.224482e-04
  n classical = 2.219064e+00, classical/quantum = 1.01113
  scalar share, dipole target = 1.048e-05
x = 0.1: photon energy = 1.000e+09 eV
  Qmin*c = 5.386402e+04 eV
  log term = 1.228200e-01, mass term = -2.084472e-02
  n high-energy = 1.019753e-01, log-only/n = 1.20441
  n exact flux integral = 1.019753e-01
  convection part = 1.012967e-01, spin part = 6.785635e-04
  n classical = 1.152354e-01, classical/quantum = 1.13003
  scalar share, dipole target = 2.044e-07
x = 0.5: photon energy = 5.000e+09 eV
  Qmin*c = 3.613308e+05 eV
  log term = 5.911351e-03, mass term = -2.019552e-03
  n high-energy = 3.891799e-03, log-only/n = 1.51893
  n exact flux integral = 3.891799e-03
  convection part = 2.709529e-03, spin part = 1.182270e-03
  n classical = 8.924344e-03, classical/quantum = 2.29312
  scalar share, dipole target = 2.076e-08
modest energy = 5.000e+06 eV, x = 0.5
  exact Qmin*c = 3.656647e+05 eV
  high-energy Qmin*c = 3.613308e+05 eV
  largest kinematic Q*c = 6.987261e+06 eV
  n exact flux integral = 3.718019e-03
  n high-energy = 3.891799e-03, ratio to exact = 1.04674
```
